# Core Eigenvalues and the Continuation of the Potential Beyond the Sphere, part 2

An LAPW calculation gives the spherical potential for $r\le R$; a continuation supplies $V$, or a boundary condition, beyond. How does a core level depend on that choice? Finite continuations have been treated; the confining wall $u(R)=0$ comes next. Hartree atomic units, no relativity, fixed potential. A prime is $d/dr$, a dot $\partial/\partial\varepsilon$. The radial function obeys

$$-\tfrac12u''+\Big[\frac{l(l+1)}{2r^2}+V(r)\Big]u=\varepsilon u,\qquad u\sim r^{l+1}\ \ (r\to0). \tag{1}$$

The reference state has level $\varepsilon_0$, function $u_0$ normalized on all $r$, leaked norm $Q=\int_R^\infty u_0^2dr$, $D_0=u_0'(R)/u_0(R)$ and $\kappa^2=2[V(R)-\varepsilon_0]+l(l+1)/R^2$. The constant continuation $V(R)$ has level $\varepsilon_c$, leaked norm $Q_c$ and shift $\Delta_c=\varepsilon_c-\varepsilon_0$. With a step, $V(R)+h$ outside, these are $\varepsilon_h$ and $Q_h$, and $k_h^2=2[V(R)+h-\varepsilon]$.

For continuations $a$, $b$ with $\Delta V=V_b-V_a$,

$$(\varepsilon_b-\varepsilon_a)\int_0^\infty u_au_b\,dr=\int_R^\infty u_a\,\Delta V\,u_b\,dr. \tag{4}$$

$$\delta\varepsilon^{(1)}=\int_R^\infty u_a^2\,\Delta V\,dr=Q_a\,\langle\Delta V\rangle_{\rm tail},\qquad \langle f\rangle_{\rm tail}=\frac{1}{Q_a}\int_R^\infty u_a^2f\,dr. \tag{6}$$

$$(\varepsilon_b-\varepsilon_a)\int_0^Ru_au_b\,dr=-\tfrac12\,(u_au_b'-u_bu_a')\big|_R. \tag{17}$$

$F_a$ is (6) from the reference to the constant continuation. Along $V_a+\lambda\Delta V$ the level is $\varepsilon_a+e_1\lambda+e_2\lambda^2+\dots$

The regular and the decaying outer solution have logarithmic derivatives $D_{\rm in}$, $D_{\rm out}$ at $R$ ($D_{\rm out}=-k_h$ for a step, $l=0$). With $N_{\rm in}=\int_0^Ru^2$, $N_{\rm out}=\int_R^\infty u^2$,

$$\dot D_{\rm in}=-\frac{2N_{\rm in}}{u(R)^2},\qquad \dot D_{\rm out}=+\frac{2N_{\rm out}}{u(R)^2},\qquad \delta D_{\rm out}\big|_\varepsilon=-\frac{2}{u(R)^2}\int_R^\infty u^2\,\delta V\,dr. \tag{9}$$

$$\frac{d\varepsilon}{dh}=Q_h, \tag{12}$$

$$Q\approx\frac{u_0(R)^2}{2\kappa},\qquad \Delta_c\approx-\frac{u_0(R)^2\,V'(R)}{4\kappa^2}\approx-Q\,\frac{V'(R)}{2\kappa}. \tag{14}$$

Hydrogen 1s: $V=-1/r$, $u_0=2re^{-r}$, $\varepsilon_0=-\tfrac12$; the regular solution is $re^{-kr}M(1-1/k,2,2kr)$, with $k^2=-2\varepsilon$ and $M$ Kummer's function.

Sodium 2s and 2p: NaCl(g), bond length $d=4.5$ bohr, LDA/def2-TZVP potential averaged over directions about Na. At $R=2.0$ bohr, $V(R)=-0.5097$ Ha, $V'(R)=0.4743$ Ha/bohr, and $\kappa^2=3.157$ (2s) and 1.655 (2p) bohr$^{-2}$. The curvature of $V$ makes (14) overshoot $|\Delta_c|$ by factors 1.51 and 1.57.

### Identities for the wall

The confining condition is $u_D(R)=0$ with $\int_0^Ru_D^2=1$, level $\varepsilon_D$ and shift $\Delta_D=\varepsilon_D-\varepsilon_0$. Seen as a step $h\to\infty$, it makes the first-order shift $Qh$ diverge. In (4) the divergence of $\Delta V$ is offset by the collapse of $u_b$ outside, an effect that (6) drops by setting $u_b=u_a$. Identity (17) avoids the outside region. With $a$ the reference, $b$ the confined state and $u_D(R)=0$,

$$\Delta_D\int_0^Ru_0u_D\,dr=-\tfrac12\,u_0(R)\,u_D'(R). \tag{18}$$

The sign follows from the monotony of $D_{\rm in}$. By (9) $D_{\rm in}(\varepsilon)$ decreases wherever $u(R)\ne0$. Its poles are the energies with $u(R)=0$, which are the wall levels, and at each of them one more node enters the sphere. The branch on which the regular solution has $n$ nodes in $(0,R)$ therefore ends, from below, at the wall level with $n$ interior nodes, where $D_{\rm in}\to-\infty$. A bound state of a finite continuation with $n$ nodes, all inside $R$, has finite $D$ and lies on that branch. Hence

$$\varepsilon<\varepsilon_D\quad\text{for every finite continuation whose state has its } n \text{ nodes inside } R. \tag{19}$$

The wall is the upper end of the range that a choice of continuation can produce, and $\Delta_D>0$ whatever the reference potential does outside. If a node of $u_0$ lies beyond $R$, the branch assignment changes and (19) has to be restated for the number of interior nodes.

The dependence on $R$ also follows from (17). Let $u_a=u_D$ vanish at $R$, and let $u_b$ be the regular solution at $\varepsilon_D+d\varepsilon$ that vanishes at $R+dR$. To first order $u_b(R)=-u_D'(R)\,dR$ and the overlap is 1. The right side of (17) is $+\tfrac12u_b(R)u_D'(R)$, so

$$\frac{d\varepsilon_D}{dR}=-\tfrac12\,u_D'(R)^2. \tag{20}$$

The confined level falls as the sphere grows, while the constant-continuation level rises when $V'>0$. Both (18) and (20) were tested against directly solved levels.

For Na 2p at $R=2.0$ bohr, $u_0(R)^2=0.054968$ bohr$^{-1}$, $u_D'(R)^2=0.45331$ bohr$^{-3}$ and the overlap is 0.98153. Then $\tfrac12\sqrt{0.054968\times0.45331}=0.078926$ Ha, and division by the overlap gives 80.41 mHa. For 2s, $\tfrac12\sqrt{0.027087\times0.37272}/0.99293=50.60$ mHa. The slopes (20) are $-226.7$ and $-186.4$ mHa/bohr, equal to the finite differences at these digits. In magnitude they are 20 and 50 times the slopes of the constant continuation.

### Linearization in the sphere

Equation (18) needs the confined function. A formula in terms of the reference state alone comes from the pair of functions on which the LAPW basis is built. Let $\phi(r;\varepsilon)$ be the regular solution with $\int_0^R\phi^2=1$ at every $\varepsilon$, and evaluate $\phi$ and $\dot\phi$ at $\varepsilon_0$. Differentiating $(\hat h-\varepsilon)\phi=0$ and the normalization gives

$$(\hat h-\varepsilon_0)\dot\phi=\phi,\qquad\int_0^R\phi\dot\phi\,dr=0.$$

Multiply the first equation by $\phi$, subtract $\dot\phi(\hat h-\varepsilon_0)\phi=0$, and integrate. The potential terms cancel, the left side is $-\tfrac12(\phi\dot\phi'-\dot\phi\phi')|_R$ and the right side is 1:

$$\phi\dot\phi'-\dot\phi\phi'=\phi\dot\phi\,(D_{\dot\phi}-D_0)=-2\quad\text{at }R,\qquad D_{\dot\phi}=\dot\phi'/\dot\phi. \tag{21}$$

The combination $\chi=\phi+\omega\dot\phi$ has logarithmic derivative $D$ if $\phi'+\omega\dot\phi'=D(\phi+\omega\dot\phi)$, that is $\phi(D_0-D)=\omega\dot\phi(D-D_{\dot\phi})$. From (21), $-\phi/\dot\phi=\tfrac12\phi^2(D_{\dot\phi}-D_0)$, so

$$\omega(D)=\omega_D\,\frac{D-D_0}{D-D_{\dot\phi}},\qquad \omega_D=\omega(-\infty)=\tfrac12\phi(R)^2\,(D_{\dot\phi}-D_0). \tag{22}$$

For $D$ near $D_0$ this is $-\tfrac12\phi^2(D-D_0)$, the inverse of $\dot D_{\rm in}$, and for $D\to-\infty$ it saturates.

At fixed $D$ the operator $\hat h$ on $[0,R]$ with $u'=Du$ at $R$ is symmetric, because the Wronskian of two functions with the same $D$ vanishes there. The same holds for $u(R)=0$. The Rayleigh quotient is then stationary at the eigenfunctions, and $\chi$ is an admissible trial function. Since $(\hat h-\varepsilon_0)\chi=\omega\phi$, the numerator is $\int\chi\,\omega\phi=\omega$ by orthogonality, and the norm is $1+p\omega^2$ with $p=\int_0^R\dot\phi^2$:

$$\varepsilon(D)\approx\varepsilon_0+\frac{\omega}{1+p\,\omega^2}. \tag{23}$$

The eigenfunction is $\phi(\varepsilon_0+\delta)=\phi+\delta\dot\phi+\tfrac12\delta^2\ddot\phi+\dots$, so $\chi$ misses it at second order in the shift, and the stationary quotient (23) errs at fourth order. For a nodeless state (23) is an upper bound to $\varepsilon(D)$. For a finite continuation $D=D_{\rm out}(\varepsilon)$ depends on the energy, and (22) and (23) are iterated with $D$ taken at the current $\varepsilon$.

### The barrier estimate

In the forbidden region the local logarithmic derivative $D(r)=u'/u$ obeys the Riccati equation $D'+D^2=u''/u=\kappa(r)^2$. Set $D=\pm\kappa+\eta$. Then $\pm\kappa'+\eta'\pm2\kappa\eta+\eta^2=0$, and for $|\kappa'|\ll\kappa^2$ the terms $\eta'$ and $\eta^2$ are of higher order, which leaves

$$D_\pm=\pm\kappa-\frac{\kappa'}{2\kappa}. \tag{24}$$

The reference state in a smooth potential decays, so $D_0\approx D_-$. By (21) $|\dot\phi(R)|$ is of order $1/(\kappa|\phi(R)|)$, which is large compared with the source $\phi$ in its equation when $\phi(R)^2\ll\kappa$. Near $R$, $\dot\phi$ is then dominated by the growing homogeneous solution, and $D_{\dot\phi}\approx D_+$ up to small relative terms. By (21) the product of $\phi$ with the growing part of $\dot\phi$ is about $-1/\kappa$ throughout the barrier, so $\int_0^R\phi\dot\phi=0$ requires a term $b\phi$ in $\dot\phi$ with $b$ of order $L/\kappa$, where $L$ is the width of the barrier inside the sphere. Relative to the growing part, of size $1/(\kappa|\phi|)$, this term is of order $L\phi(R)^2\approx2\kappa LQ$, which vanishes with $Q$ but can be many times $Q$. The gradient terms cancel in the difference, $D_+-D_-=2\kappa$. With $\phi^2=u_0^2/(1-Q)$, to leading order in $Q$ and first WKB order,

$$\Delta_D\approx\kappa\,u_0(R)^2\approx2\kappa^2Q. \tag{25}$$

The wall acts like a first-order step of height $h^*=\Delta_D/Q\approx2\kappa^2$, four times the local barrier height $\kappa^2/2$ above the level. The same estimate sizes the denominator of (23). From (21), $\dot\phi(R)^2\approx1/(\kappa^2\phi^2)$, and a function growing as $e^{\kappa r}$ contributes $\dot\phi(R)^2/(2\kappa)$ to $p$. With $\omega_D^2\approx\kappa^2\phi^4$ this gives $p\,\omega_D^2\approx\phi^2/(2\kappa)\approx Q$. The remaining part of $p$, of order $b^2$, grows only as a power of the barrier width $L$ and adds a term of order $(\kappa LQ)^2$. So $\omega_D$ alone has a relative error of order $Q$.

For hydrogen 1s the wall level is the root of $M(1-1/k,2,2kR)=0$. At $k=\tfrac12$ the series ends, $M=1-r/2$, so $R=2$ bohr has $\varepsilon_D=-\tfrac18$ Ha, which the radial integration returns as $-0.125000000$ Ha. The ratio of $\Delta_D$ to $\kappa u_0(R)^2$ is 1.019, 0.9990, 0.99992 and 0.99999 at $R=5$, 10, 20 and 40 bohr.

For sodium the linearization gives, for 2p, $\omega_D=\tfrac12\times0.056120\times(1.5907+1.3223)=81.74$ mHa, $p\omega_D^2=2.443\times0.08174^2=0.0163$, and $81.74/1.0163=80.43$ mHa. For 2s, $\omega_D=\tfrac12\times0.027286\times(1.9083+1.8257)=50.94$ mHa and $p\omega_D^2=0.0068$. The values in mHa are:

| | $\Delta_D$ | $\omega_D$ | Eq. (23) | $\kappa u_0^2$ | $2\kappa^2Q$ |
|---|---|---|---|---|---|
| 2s | 50.597 | 50.944 | 50.599 | 48.13 | 46.02 |
| 2p | 80.412 | 81.738 | 80.426 | 70.71 | 67.91 |

Relative to $\Delta_D$, $\omega_D$ is high by 0.7 % and 1.6 %, close to $Q=0.7$ % and 2.1 %, and (23) is high by 0.004 % and 0.02 %. The Wronskian (21), the order-$Q$ error of $\omega_D$, the improvement by (23) and its upper-bound property for 2p were tested over the scan of radii.

The barrier estimate $\kappa u_0^2$ is low by 5 % for 2s and 12 % for 2p, because $D_{\dot\phi}-D_0$ is 3.734 and 2.913 bohr$^{-1}$ against $2\kappa=3.554$ and 2.573 bohr$^{-1}$. The excess can be located. Here $(\kappa^2)'=2V'-2l(l+1)/R^3$ is 0.949 bohr$^{-3}$ for 2s and 0.449 bohr$^{-3}$ for 2p, and $\kappa'/(2\kappa)=(\kappa^2)'/(4\kappa^2)$ is 0.075 and 0.068 bohr$^{-1}$. Equation (24) then gives $D_-=-1.85$ and $-1.35$ bohr$^{-1}$, each about 0.03 bohr$^{-1}$ below $D_0$, but $D_+=1.70$ and 1.22 bohr$^{-1}$, well below $D_{\dot\phi}=1.91$ and 1.59 bohr$^{-1}$. The identification of $\dot\phi$ with the pure growing solution is the weak step. That the excess comes from an admixture of the decaying solution in a barrier that is still thin at $R$ is a conjecture, since the contributions were not separated.

### Finite steps

A step $h$ on top of $V(R)$ connects the two continuations. Take $l=0$, expand about the state of the constant continuation, for which $D_0=-\kappa$, and use $D_{\dot\phi}\approx\kappa$. To leading order in $Q$ the energy inside $k_h$ may be held fixed, so $D=-k_h$ with $k_h^2=\kappa^2+2h$. Equation (22) gives, after multiplying numerator and denominator by $k_h+\kappa$,

$$\varepsilon_h-\varepsilon_c\approx\kappa u^2\,\frac{k_h-\kappa}{k_h+\kappa}=\kappa u^2\,\frac{2h}{(k_h+\kappa)^2}=Q_ch\,\frac{4\kappa^2}{(k_h+\kappa)^2}, \tag{26}$$

where $Q_c=u^2/(2\kappa)$ was used last. For small $h$, $k_h\approx\kappa+h/\kappa$ and $(k_h+\kappa)^2\approx4\kappa^2(1+h/\kappa^2)$, so the shift is $Q_ch\,(1-h/\kappa^2+\dots)$. The expansion parameter of the tail-weighted formula is $\Delta V/\kappa^2$, independent of $Q$, and the formula holds for $|\Delta V|\ll\kappa^2$ on the tail. For $h\to\infty$, $k_h^2\to2h$ and (26) tends to $2\kappa^2Q_c$, which has the form of (25). For 2s at $h=1$ Ha, $k_h=\sqrt{3.157+2}=2.271$ bohr$^{-1}$ and (26) gives $7.819\times12.63/16.38=6.03$ mHa. The solved value is $5.400+0.672=6.07$ mHa, and first order gives 7.82 mHa.

The approach to the wall follows from (17) with $a$ the confined state and $b$ the step state: $(\varepsilon_h-\varepsilon_D)\int_0^Ru_Du_h=+\tfrac12u_h(R)u_D'(R)$. For large $h$ the overlap tends to 1, $u_h'\to u_D'$, and $u_h(R)=u_h'/D\approx-u_D'/k_h$. Therefore

$$\varepsilon_D-\varepsilon_h\approx\frac{u_D'(R)^2}{2\sqrt{2h}}. \tag{27}$$

By (20) this is the effect of moving the wall outward by the penetration depth $1/k_h$. The convergence is slow, as $h^{-1/2}$. At $h=10^4$ Ha, (27) gives $0.45331/282.8=1.603$ mHa for 2p against $80.4115-78.8251=1.586$ mHa, and 1.318 against 1.301 mHa for 2s. The deficits of 1.0 % and 1.3 % follow from (22) and (23) taken together. In (22), $\omega_D-\omega=\omega_D(D_{\dot\phi}-D_0)/(k_h+D_{\dot\phi})$ for $D=-k_h$. The function $f(\omega)=\omega/(1+p\omega^2)$ of (23) has $f'=(1-p\omega^2)/(1+p\omega^2)^2$ and $f''\approx-6p\omega$. The slope turns the leading coefficient $\omega_D(D_{\dot\phi}-D_0)$, which is 0.2381 for 2p, into $0.2381\times0.952=0.2268$, against $\tfrac12u_D'(R)^2=0.2267$ in (27). Expanding $f(\omega_D)-f(\omega)$ to the next order in $1/k_h$ gives a relative reduction $[D_{\dot\phi}-3p\omega_D^2(D_{\dot\phi}-D_0)]/k_h$, which is $(1.59-0.14)/141.4=1.0$ % for 2p and $(1.91-0.08)/141.4=1.3$ % for 2s. For 2p the shifts from the reference at $h=0.1$, 1, 10 and 100 Ha are $-0.22$, 13.11, 43.32 and 65.93 mHa, while the first-order line $\Delta_c+Q_ch$ gives $-0.08$, 21.8, 240 and 2426 mHa. The iterated linearization reproduces the solved values to 0.014 mHa or better at all steps listed. It was tested that the shifts rise with $h$, as (12) requires, stay below $\Delta_D$, as (19) requires, and stay below the first-order line.

### Second order of the constant continuation

The excess of $|\Delta_c|$ over first order can now be derived for $l=0$, a linear potential difference, and leading order in $Q$. Take the flat potential as the starting point and add $gs$ outside, with $g=V'(R)$ and $s=r-R$. The Riccati equation is $D'+D^2=\kappa^2+2gs$ with constant $\kappa$. Setting $D=-\kappa+\eta$ gives $\eta'-2\kappa\eta+\eta^2=2gs$. At first order in $g$, $\eta_1'-2\kappa\eta_1=2gs$. The solution without the growing term $e^{2\kappa s}$ is linear, $\eta_1=\alpha s+\beta$, with $-2\kappa\alpha=2g$ and $\alpha-2\kappa\beta=0$, so $\eta_1=-(g/\kappa)[s+1/(2\kappa)]$. At second order $\eta_2'-2\kappa\eta_2=-\eta_1^2$. Multiplying by $e^{-2\kappa s}$ makes the left side a total derivative, and integration from 0 to $\infty$ gives

$$\eta_2(0)=\int_0^\infty e^{-2\kappa s}\eta_1^2\,ds=\frac{g^2}{\kappa^2}\Big[\frac{2}{8\kappa^3}+\frac{1}{4\kappa^3}+\frac{1}{8\kappa^3}\Big]=\frac{5g^2}{8\kappa^5},$$

the three terms coming from $s^2$, $s/\kappa$ and $1/(4\kappa^2)$. Thus $\eta(0)=-\frac{g}{2\kappa^2}\big[1-\frac{5g}{4\kappa^3}\big]$. In (22), $D-D_0=\eta$ and $D-D_{\dot\phi}=\eta-2\kappa$, where a correction of order $g$ to $2\kappa$ would enter at third order. Then

$$\omega=-\frac{\tfrac12u^2\eta}{1-\eta/2\kappa}\approx\frac{u^2g}{4\kappa^2}\Big[1-\frac{5g}{4\kappa^3}-\frac{g}{4\kappa^3}\Big]=e_1\Big[1-\frac{3g}{2\kappa^3}\Big],$$

so $e_2/e_1=-3g/(2\kappa^3)$ along the path from the flat to the sloped potential. The shift of interest is $\Delta_c=-(e_1+e_2)$, and the first-order value with the tail of the sloped reference is minus the slope at the end of the path, $F_a=-(e_1+2e_2)$. Their ratio is

$$\frac{\Delta_c}{F_a}\approx1-\frac{e_2}{e_1}=1+\frac{3V'(R)}{2\kappa^3}. \tag{28}$$

For hydrogen $V'=1/R^2$ and $\kappa\to1$, so $R^2(\Delta_c/F_a-1)\to\tfrac32$, and the value at $R=40$ bohr is 1.527. For sodium the solved excesses are $0.6718/0.6372-1=0.054$ and $2.5086/2.2263-1=0.127$, which are 7.4 and 6.2 times $Q$. Equation (28) gives 0.13 for 2s and, carried over to 2p although it was derived for $l=0$, 0.33. It has the right sign and order but, like (14), rests on a linear potential that the curvature of $V$ excludes here.

### The two continuations side by side

Dividing (25) by (14) removes the amplitude $u_0(R)^2$:

$$\frac{\Delta_D}{\Delta_c}\approx-\frac{4\kappa^3}{V'(R)}. \tag{29}$$

Both shifts are proportional to the leaked norm. The constant continuation multiplies it by the potential variation over one tail length, $V'/(2\kappa)$, and the wall multiplies it by $2\kappa^2$. The regime in which (6) is accurate, $V'\ll\kappa^3$ by (28), is the regime in which the ratio is large. For hydrogen (29) tends to $-4R^2$. For Na 2p it gives $-4\times2.129/0.4743=-18.0$ against the solved $-32.1$. The two errors found above account for the gap, since $80.41/70.71=1.137$ and $3.939/2.509=1.570$ multiply 18.0 to 32. For 2s, $47.3\times1.051\times1.515=75.3$, and the shifts are $-0.018$ eV and $+1.38$ eV.

The scan over $R=1.8$, 2.0, 2.2 and 2.5 bohr separates the factors. For 2p, $Q$ falls from 0.0350 to 0.0053 while $\Delta_D/Q$ is 4.06, 3.92, 3.83 and 3.75 Ha, to be compared with $2\kappa^2=3.31$ Ha at 2.0 bohr, and $\Delta_c/Q$ is $-0.183$, $-0.122$, $-0.084$ and $-0.049$ Ha. For 2s, $\Delta_D/Q$ rises from 6.93 to 7.12 Ha. The wall shift follows $Q$ with a nearly fixed factor. The constant shift falls faster, as $V$ flattens, and the 2p ratio grows in magnitude from 22 to 77.

The wall moves the two levels by different amounts, so it changes the 2s–2p separation by $80.4-50.6=29.8$ mHa at 2.0 bohr, against 1.8 mHa for the constant. What it buys is a core density confined to the sphere, where the reference leaves $2\times0.007289+6\times0.020518=0.138$ electrons outside. These shifts are eigenvalue changes at fixed potential and are not changes of the total energy.

In an implementation, $\phi$, $\dot\phi$, $D_0$, $D_{\dot\phi}$ and $p$ at the core energy give the level for another continuation through (22) and (23) once its $D_{\rm out}$ is known. The derivative $\dot\phi$ can be taken as a central difference of sphere-normalized solutions, with (21) as a check on the step size. A large finite step is a poor substitute for the wall, since by (27) the residual decays as $h^{-1/2}$, and the root of $u_{\rm in}(R)$ gives the confined level directly.

## Calculated quantities

```
Hydrogen 1s: R[bohr], exact const shift[Ha], /first order, /gradient est., exact wall shift[Ha], /(kappa u^2)
   5  -5.8593e-05  1.07551  0.7744  3.5830e-03  1.01886
  10  -2.3045e-09  1.01641  0.8944  7.3672e-07  0.99905
  20  -4.4782e-18  1.00390  0.9487  6.4480e-15  0.99992
  40  -1.8517e-35  1.00095  0.9747  1.1258e-31  0.99999
  R^2*(exact/first-1) at R=40 bohr: 1.527
  radial solver, wall at R=2 bohr: e = -0.125000000 Ha
NaCl(g) LDA(Slater+VWN5)/def2-TZVP, d = 4.5 bohr, R = 2.0 bohr, E = -620.24549 Ha
V(R) = -0.50972 Ha, V'(R) = 0.47434 Ha/bohr
Na 2s: e_ref = -2.088155 Ha, molecular orbital energy = -2.088064 Ha
  Q_ref = 7.2890e-03, Q_const = 7.8191e-03, u(R)^2 = 2.7087e-02 /bohr, kappa = 1.7768 /bohr
  Q/u^2 = 0.2691 bohr, 1/(2kappa) = 0.2814 bohr, <dV>_tail = -0.0874 Ha
  const shift[mHa]: exact -0.6718, ref tail -0.6372, const tail -0.7091, mean -0.6732, gradient -1.0175
  D0 = -1.8257, D_phidot = 1.9083 /bohr, phi(R)^2 = 2.7286e-02 /bohr, p = 2.627 /Ha^2
  wall shift[mHa]: exact 50.5966, w 50.9435, w/(1+pw^2) 50.5985, kappa u^2 48.1273, 2kappa^2 Q 46.0207
  uD'(R)^2 = 3.7272e-01 /bohr^3, overlap int_0^R u0 uD = 0.99293
  main: const -0.0183 eV, wall 1.3768 eV, ratio -75.3, -4kappa^3/V' = -47.3
  h* = wall/Q = 6.942 Ha, 2kappa^2 = 6.314 Ha; de/dR[mHa/bohr]: const 3.711, wall -186.400
  step h[Ha]: exact shift, linearized, const shift + Q_const h [mHa]
         0.1  0.0871  0.0871  0.11
         1.0  5.3999  5.3999  7.15
        10.0  22.5879  22.5880  77.52
       100.0  39.0132  39.0141  781.24
     10000.0  49.2958  49.2975  78190.68
Na 2p: e_ref = -1.087182 Ha, molecular orbital energy = -1.085718 Ha
  Q_ref = 2.0518e-02, Q_const = 2.4289e-02, u(R)^2 = 5.4968e-02 /bohr, kappa = 1.2864 /bohr
  Q/u^2 = 0.3733 bohr, 1/(2kappa) = 0.3887 bohr, <dV>_tail = -0.1085 Ha
  const shift[mHa]: exact -2.5086, ref tail -2.2263, const tail -2.8467, mean -2.5365, gradient -3.9388
  D0 = -1.3223, D_phidot = 1.5907 /bohr, phi(R)^2 = 5.6120e-02 /bohr, p = 2.443 /Ha^2
  wall shift[mHa]: exact 80.4115, w 81.7382, w/(1+pw^2) 80.4257, kappa u^2 70.7130, 2kappa^2 Q 67.9117
  uD'(R)^2 = 4.5331e-01 /bohr^3, overlap int_0^R u0 uD = 0.98153
  main: const -0.0683 eV, wall 2.1881 eV, ratio -32.1, -4kappa^3/V' = -18.0
  h* = wall/Q = 3.919 Ha, 2kappa^2 = 3.310 Ha; de/dR[mHa/bohr]: const 11.526, wall -226.689
  step h[Ha]: exact shift, linearized, const shift + Q_const h [mHa]
         0.1  -0.2209  -0.2209  -0.08
         1.0  13.1096  13.1096  21.78
        10.0  43.3161  43.3181  240.38
       100.0  65.9313  65.9394  2426.42
     10000.0  78.8251  78.8387  242890.35
charge of 2s^2 2p^6 beyond R (reference): 0.1377 e
scan: state, R[bohr], V(R)[Ha], Q, const shift[mHa], wall shift[mHa], ratio
  2s  1.8  -0.6237  1.524e-02  -2.0448  105.6076  -51.6
  2s  2.0  -0.5097  7.289e-03  -0.6718  50.5966  -75.3
  2s  2.2  -0.4295  3.452e-03  -0.2244  24.1768  -107.8
  2s  2.5  -0.3489  1.111e-03  -0.0434  7.9126  -182.3
  2p  1.8  -0.6237  3.498e-02  -6.3884  142.0405  -22.2
  2p  2.0  -0.5097  2.052e-02  -2.5086  80.4115  -32.1
  2p  2.2  -0.4295  1.199e-02  -1.0128  45.9367  -45.4
  2p  2.5  -0.3489  5.337e-03  -0.2612  20.0343  -76.7
```
